# Uniform Background and Moment-Free One-Centre Charges in Charged PAW Cells: a program that tests the result

```python
# Result under test: in a periodic PAW cell of net charge Q and volume Omega,
# the uniform background -Q/Omega couples to the moment-free one-centre charge
# Delta = (full charge) - (smooth charge + compensation), with energy
#     E_b = 2 pi Q M / (3 Omega),   M = integral of r^2 Delta,
# Hamiltonian term D_ij = -(2 pi / 3 Omega) (Q m_ij + M S_ij),
# and explicit pressure E_b / Omega at fixed occupation matrix rho_ij.
# m_ij: r^2 moment of the compensated pair density; S_ij: full overlap.
# Hartree atomic units; positive charge is positive. The model has a smeared
# ion core and electrons in one orbital built from two s and one p function.
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_M = physical_constants["Bohr radius"][0]
HARTREE_J = physical_constants["Hartree energy"][0]
PRESSURE_GPA = HARTREE_J / BOHR_M**3 / 1e9

CORE_CHARGE = 3.0
CORE_RADIUS = 0.9
SPHERE_RADIUS = 1.8
GAUSS_EXPONENT = 0.5
ORBITAL_L = np.array([0, 0, 1])
SMOOTH_POWER = np.array([0, 2, 1])
BUMP_AMPLITUDE = np.array([1.0, -0.6, 0.8])
FOURPI = 4 * np.pi


def radial_grid(breaks, n=40):
    """Piecewise Gauss grid and matrix for the integral from 0 to r."""
    x, wx = leggauss(n)
    v = legvander(x, n)
    primitive = np.empty((n, n))
    primitive[:, 0] = x + 1
    for k in range(1, n):
        primitive[:, k] = (v[:, k + 1] - v[:, k - 1]) / (2 * k + 1)
    to_coeff = (np.arange(n) + 0.5)[:, None] * v[:, :n].T * wx
    local = primitive @ to_coeff
    size = n * (len(breaks) - 1)
    r, w, cumulative = np.empty(size), np.empty(size), np.zeros((size, size))
    for s in range(len(breaks) - 1):
        half = (breaks[s + 1] - breaks[s]) / 2
        part = slice(s * n, (s + 1) * n)
        r[part] = breaks[s] + half * (x + 1)
        w[part] = half * wx
        cumulative[part, part] = half * local
        cumulative[(s + 1) * n:, part] = w[part]
    return r, w, cumulative


def build_site(comp_radius):
    """Radial charges, moments and one-centre Coulomb matrix of the site."""
    breaks = sorted([0, CORE_RADIUS, comp_radius, SPHERE_RADIUS, 3, 4.5, 7.5])
    r, w, cumulative = radial_grid(breaks)

    def shape(ell, radius):
        f = r**ell * np.maximum(1 - (r / radius)**2, 0)**4
        return f / np.sum(w * r**(ell + 2) * f)

    u = np.maximum(1 - (r / SPHERE_RADIUS)**2, 0)
    full, smooth, slope = [], [], []
    for ell, power, amp in zip(ORBITAL_L, SMOOTH_POWER, BUMP_AMPLITUDE):
        s = r**power * np.exp(-GAUSS_EXPONENT * r**2)
        f = s + amp * r**ell * u**4
        df = (power / r - 2 * GAUSS_EXPONENT * r) * s
        df = df + amp * r**ell * (ell / r * u**4
                                  - 8 * r / SPHERE_RADIUS**2 * u**3)
        norm = np.sqrt(np.sum(w * r**2 * f**2))
        full.append(f / norm)
        smooth.append(s / norm)
        slope.append(df / norm)
    full, smooth, slope = map(np.array, (full, smooth, slope))
    same_l = ORBITAL_L[:, None] == ORBITAL_L[None, :]

    def moment(f, power):
        return same_l * ((f * w * r**(2 + power)) @ f.T)

    overlap = moment(full, 0)
    kinetic = 0.5 * (moment(slope, 0)
                     + (ORBITAL_L * (ORBITAL_L + 1))[:, None]
                     * moment(full, -2))
    charge_diff = moment(full, 0) - moment(smooth, 0)
    r2_diff = moment(full, 2) - moment(smooth, 2)
    shape_r2 = np.sum(w * r**4 * shape(0, comp_radius))
    m_pair = r2_diff - shape_r2 * charge_diff
    core_r2 = CORE_CHARGE * np.sum(w * r**4 * shape(0, CORE_RADIUS))
    m_core = core_r2 - shape_r2 * CORE_CHARGE

    # Charge components: ion core, then minus each orbital product i,j.
    # Angular dependence is stored as coefficients of Legendre P_L.
    ae = np.zeros((3, 10, r.size))
    ps = np.zeros_like(ae)
    ae[0, 0] = CORE_CHARGE * shape(0, CORE_RADIUS) / FOURPI
    angular = {0: {0: 1.0}, 1: {1: np.sqrt(3)}, 2: {0: 1.0, 2: 2.0}}
    for i in range(3):
        for j in range(3):
            for ell, c in angular[ORBITAL_L[i] + ORBITAL_L[j]].items():
                ae[ell, 1 + 3*i + j] = -c * full[i] * full[j] / FOURPI
                ps[ell, 1 + 3*i + j] = -c * smooth[i] * smooth[j] / FOURPI
    for ell in range(3):
        mu = (ae[ell] - ps[ell]) @ (w * r**(ell + 2))
        ps[ell] += mu[:, None] * shape(ell, comp_radius)

    inside = r < SPHERE_RADIUS

    def coulomb(rho):
        total = np.zeros((10, 10))
        for ell in range(3):
            f = rho[ell] * inside
            enclosed = (f * r**(ell + 2)) @ cumulative.T
            half = (f * w * r**(1.0 - ell)) @ enclosed.T
            total += (FOURPI / (2*ell + 1))**2 * (half + half.T)
        return total

    return SimpleNamespace(
        r=r, w=w, cumulative=cumulative, ae=ae, ps=ps, overlap=overlap,
        kinetic=kinetic, charge_diff=charge_diff, r2_diff=r2_diff,
        shape_r2=shape_r2, m_pair=m_pair, m_core=m_core, core_r2=core_r2,
        one_centre=coulomb(ae) - coulomb(ps),
        q_vec=np.r_[CORE_CHARGE, -overlap.ravel()],
        m_vec=np.r_[m_core, -m_pair.ravel()])


@lru_cache(maxsize=None)
def reciprocal_shells(nmax):
    k = np.arange(-nmax, nmax + 1)
    n2 = (k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2)
    nz = np.broadcast_to(k[None, None, :], n2.shape)
    keep = (n2 > 0) & (n2 <= nmax**2)
    n2, nz = n2[keep], nz[keep]
    cosine = nz / np.sqrt(n2)
    legendre = [np.ones_like(cosine), cosine, 1.5 * cosine**2 - 0.5]
    present = np.flatnonzero(np.bincount(n2))
    weights = {}
    for a, b in [(0, 0), (1, 1), (2, 2), (0, 2), (2, 0)]:
        product = legendre[a] * legendre[b]
        weights[a, b] = np.bincount(n2, weights=product)[present]
    return present, weights


def periodic_matrices(site, side, nmax):
    """Coulomb matrices of full and smooth charges from the sum over G != 0."""
    n2, weights = reciprocal_shells(nmax)
    g = 2 * np.pi / side * np.sqrt(n2)
    gr = np.outer(g, site.r)
    form = []
    for ell in range(3):
        rho = np.vstack([site.ae[ell], site.ps[ell]])
        form.append(FOURPI * spherical_jn(ell, gr)
                    @ (rho * site.w * site.r**2).T)
    total = np.zeros((20, 20))
    for (a, b), count in weights.items():
        phase = 1 if a == b else -1
        factor = phase * count * FOURPI / g**2 / side**3
        total += (form[a] * factor[:, None]).T @ form[b]
    return total[:10, :10], total[10:, 10:]


def charge_vector(rho):
    return np.r_[1.0, rho.ravel()]


def background_d(site, rho, volume):
    x = charge_vector(rho)
    q, m = site.q_vec @ x, site.m_vec @ x
    return -2*np.pi/(3*volume) * (q * site.m_pair + m * site.overlap)


def relax(site, matrix, electrons, extra=None):
    """Hartree ground state with all electrons in the lowest orbital."""
    rho = np.zeros((3, 3))
    rho[0, 0] = electrons
    for _ in range(1000):
        h = site.kinetic + (matrix @ charge_vector(rho))[1:].reshape(3, 3)
        if extra is not None:
            h = h + extra(rho)
        levels, c = eigh(h, site.overlap)
        new = electrons * np.outer(c[:, 0], c[:, 0])
        change = np.max(abs(new - rho))
        if change < 1e-12:
            break
        rho = 0.5 * rho + 0.5 * new
    assert change < 1e-9
    x = charge_vector(rho)
    energy = np.sum(site.kinetic * rho) + 0.5 * x @ matrix @ x
    return energy, levels[0], rho


site = build_site(1.5)
side, electrons = 8.0, 2.0
volume = side**3

# Full periodic Coulomb matrix against its PAW decomposition, three volumes.
scaling = []
for length in (8.0, 10.0, 12.0):
    k_full, k_smooth = periodic_matrices(site, length, int(5 * length))
    missing = k_full - k_smooth - site.one_centre
    predicted = 2*np.pi/(3*length**3) * (np.outer(site.q_vec, site.m_vec)
                                         + np.outer(site.m_vec, site.q_vec))
    error = np.max(abs(missing - predicted))
    assert error < 1e-6
    assert np.max(abs(missing)) > 1000 * error
    scaling.append((length, np.max(abs(missing)), error))
    if length == side:
        full_8, smooth_8 = k_full, k_smooth

# Self-consistency: full-charge Hamiltonian against PAW plus background term.
energy_full, level_full, rho = relax(site, full_8, electrons)
paw_matrix = smooth_8 + site.one_centre
paw_energy, level_paw, rho_paw = relax(
    site, paw_matrix, electrons, lambda p: background_d(site, p, volume))
x = charge_vector(rho)
x_paw = charge_vector(rho_paw)
q_total, m_total = site.q_vec @ x, site.m_vec @ x
e_background = 2*np.pi*q_total*m_total/(3*volume)
e_background_paw = (2*np.pi*(site.q_vec @ x_paw)*(site.m_vec @ x_paw)
                    / (3*volume))
assert np.max(abs(rho - rho_paw)) < 1e-6
assert abs(level_full - level_paw) < 1e-6
assert abs(energy_full - paw_energy - e_background_paw) < 1e-6

# Real-space potential of the one-centre charge.
delta = x @ (site.ae[0] - site.ps[0])
r, w, cum = site.r, site.w, site.cumulative
potential = FOURPI * (cum @ (r**2 * delta) / r
                      + np.sum(w * r * delta) - cum @ (r * delta))
potential_integral = FOURPI * np.sum(w * r**2 * potential)
assert np.max(abs(potential[r > SPHERE_RADIUS])) < 1e-10
assert abs(potential_integral + 2*np.pi*m_total/3) < 1e-9

# Changing the compensation radius must not change the complete energy.
other = build_site(1.2)
full_other, smooth_other = periodic_matrices(other, side, 40)
kinetic_energy = np.sum(site.kinetic * rho)
bare = kinetic_energy + 0.5 * x @ paw_matrix @ x
bare_other = (kinetic_energy
              + 0.5 * x @ (smooth_other + other.one_centre) @ x)
m_other = other.m_vec @ x
eb_other = 2*np.pi*(other.q_vec @ x)*m_other/(3*volume)
assert abs(bare + e_background - bare_other - eb_other) < 1e-6
assert abs(bare - bare_other) > 1e-4

# Eigenvalue against dE/dN, in the charged and in the neutral cell.
dn = 0.002
janak = []
for number in (electrons, CORE_CHARGE):
    derivative = (relax(site, full_8, number + dn)[0]
                  - relax(site, full_8, number - dn)[0]) / (2*dn)
    _, level, p = relax(site, paw_matrix, number,
                        lambda a: background_d(site, a, volume))
    vector = charge_vector(p)
    shift = -2*np.pi*(site.m_vec @ vector)/(3*volume)
    assert abs(level - derivative) < 2e-6
    assert abs(shift) > 1e-4
    janak.append((site.q_vec @ vector, derivative, level, shift))

# Pressures from volume differences, first at fixed occupations, then relaxed.
step = 1e-3 * volume
pairs = [periodic_matrices(site, (volume + sign*step)**(1/3), 40)
         for sign in (1, -1)]
p_full = -0.5 * x @ (pairs[0][0] - pairs[1][0]) @ x / (2*step)
p_smooth = -0.5 * x @ (pairs[0][1] - pairs[1][1]) @ x / (2*step)
p_background = e_background / volume
assert abs(p_full - p_smooth - p_background) < 1e-4 * abs(p_background)
p_relaxed = -(relax(site, pairs[0][0], electrons)[0]
              - relax(site, pairs[1][0], electrons)[0]) / (2*step)
p_sum = p_smooth + p_background
assert abs(p_relaxed - p_sum) < 1e-4 * abs(p_background)

d_moment = -2*np.pi*q_total/(3*volume) * site.m_pair
d_constant = -2*np.pi*m_total/(3*volume)

print(f"Cell side: {side:.1f} bohr; volume: {volume:.1f} bohr^3")
print(f"Core charge: {CORE_CHARGE:.1f} e; electrons: {electrons:.1f}")
print(f"Core radius: {CORE_RADIUS:.1f} bohr")
print(f"Sphere radius: {SPHERE_RADIUS:.1f} bohr; compensation: 1.5 bohr")
print(f"Smooth Gaussian exponent: {GAUSS_EXPONENT:.1f} bohr^-2")
print("Bump amplitudes before normalization (s1, s2, p):", BUMP_AMPLITUDE)
print(f"r^2 moment of unit compensation shape: {site.shape_r2:.6f} bohr^2")
print(f"r^2 moment of ion core: {site.core_r2:.6f} e bohr^2")
print(f"Compensated core moment M_c: {site.m_core:.6f} e bohr^2")
for name, i, j in (("s1s1", 0, 0), ("s1s2", 0, 1), ("s2s2", 1, 1),
                   ("pp", 2, 2)):
    print(f"{name}: S_ij = {site.overlap[i, j]:.6f}, "
          f"s_ij = {site.charge_diff[i, j]:.6f}")
    print(f"{name}: t_ij = {site.r2_diff[i, j]:.6f}, "
          f"m_ij = {site.m_pair[i, j]:.6f} bohr^2")
    print(f"{name}: occupation rho_ij = {rho[i, j]:.6f}, "
          f"moment D_ij = {d_moment[i, j]:.4e} Ha")
print(f"Net charge Q: {q_total:.6f} e")
print(f"One-centre moment M: {m_total:.6f} e bohr^2")
print(f"Integral of one-centre potential: {potential_integral:.6f} Ha bohr^3/e")
print(f"Constant multiplying overlap: {d_constant:.6e} Ha")
print(f"Background energy E_b: {e_background:.6e} Ha "
      f"= {e_background*HARTREE_EV:.5f} eV")
print(f"Full-charge total energy: {energy_full:.7f} Ha")
print(f"PAW energy without E_b, radius 1.5 bohr: {bare:.7f} Ha")
print(f"PAW energy without E_b, radius 1.2 bohr: {bare_other:.7f} Ha")
print(f"M and E_b at radius 1.2 bohr: {m_other:.6f} e bohr^2, "
      f"{eb_other:.6e} Ha")
print(f"PAW energy with E_b, radius 1.5 bohr: {bare+e_background:.7f} Ha")
print(f"PAW energy with E_b, radius 1.2 bohr: {bare_other+eb_other:.7f} Ha")
for length, size, error in scaling:
    print(f"Side {length:.0f} bohr: largest missing matrix element "
          f"{size:.6e} Ha, error {error:.1e} Ha")
for charge, derivative, level, shift in janak:
    print(f"Q = {abs(charge):.1f} e: dE/dN = {derivative:.6f} Ha, "
          f"PAW level = {level:.6f} Ha")
    print(f"Q = {abs(charge):.1f} e: overlap shift in level = {shift:.6e} Ha")
print(f"Smooth pressure at fixed rho_ij: {p_smooth:.6e} Ha/bohr^3")
print(f"Background pressure E_b/Omega: {p_background:.6e} Ha/bohr^3 "
      f"= {p_background*PRESSURE_GPA:.5f} GPa")
print(f"Sum of explicit pressures: {p_sum:.6e} Ha/bohr^3")
print(f"Relaxed full-charge pressure: {p_relaxed:.6e} Ha/bohr^3 "
      f"= {p_relaxed*PRESSURE_GPA:.5f} GPa")
print("verified")
```

It prints:

```
Cell side: 8.0 bohr; volume: 512.0 bohr^3
Core charge: 3.0 e; electrons: 2.0
Core radius: 0.9 bohr
Sphere radius: 1.8 bohr; compensation: 1.5 bohr
Smooth Gaussian exponent: 0.5 bohr^-2
Bump amplitudes before normalization (s1, s2, p): [ 1.  -0.6  0.8]
r^2 moment of unit compensation shape: 0.519231 bohr^2
r^2 moment of ion core: 0.560769 e bohr^2
Compensated core moment M_c: -0.996923 e bohr^2
s1s1: S_ij = 1.000000, s_ij = 0.472645
s1s1: t_ij = 0.281565, m_ij = 0.036154 bohr^2
s1s1: occupation rho_ij = 1.839084, moment D_ij = -1.4789e-04 Ha
s1s2: S_ij = 0.533997, s_ij = -0.043165
s1s2: t_ij = 0.007394, m_ij = 0.029807 bohr^2
s1s2: occupation rho_ij = 0.140606, moment D_ij = -1.2193e-04 Ha
s2s2: S_ij = 1.000000, s_ij = -0.052789
s2s2: t_ij = -0.060436, m_ij = -0.033026 bohr^2
s2s2: occupation rho_ij = 0.010750, moment D_ij = 1.3510e-04 Ha
pp: S_ij = 1.000000, s_ij = 0.215387
pp: t_ij = 0.196895, m_ij = 0.085060 bohr^2
pp: occupation rho_ij = 0.000000, moment D_ij = -3.4795e-04 Ha
Net charge Q: 1.000000 e
One-centre moment M: -1.071440 e bohr^2
Integral of one-centre potential: 2.244018 Ha bohr^3/e
Constant multiplying overlap: 4.382848e-03 Ha
Background energy E_b: -4.382848e-03 Ha = -0.11926 eV
Full-charge total energy: 6.1588842 Ha
PAW energy without E_b, radius 1.5 bohr: 6.1632670 Ha
PAW energy without E_b, radius 1.2 bohr: 6.1616281 Ha
M and E_b at radius 1.2 bohr: -0.670775 e bohr^2, -2.743883e-03 Ha
PAW energy with E_b, radius 1.5 bohr: 6.1588842 Ha
PAW energy with E_b, radius 1.2 bohr: 6.1588842 Ha
Side 8 bohr: largest missing matrix element 2.446818e-02 Ha, error 3.0e-09 Ha
Side 10 bohr: largest missing matrix element 1.252771e-02 Ha, error 2.9e-09 Ha
Side 12 bohr: largest missing matrix element 7.249832e-03 Ha, error 2.9e-09 Ha
Q = 1.0 e: dE/dN = -0.500396 Ha, PAW level = -0.500396 Ha
Q = 1.0 e: overlap shift in level = 4.382848e-03 Ha
Q = 0.0 e: dE/dN = -0.066611 Ha, PAW level = -0.066610 Ha
Q = 0.0 e: overlap shift in level = 4.534502e-03 Ha
Smooth pressure at fixed rho_ij: -1.217393e-04 Ha/bohr^3
Background pressure E_b/Omega: -8.560250e-06 Ha/bohr^3 = -0.25185 GPa
Sum of explicit pressures: -1.302995e-04 Ha/bohr^3
Relaxed full-charge pressure: -1.302995e-04 Ha/bohr^3 = -3.83354 GPa
verified
```
